# Saturation of the On-Axis Electron Density in an Undoped Cylindrical Nanowire

In a gated nanowire of radius 20 nm, raising the gate voltage from 0.7 V to 2.0 V increases the number of electrons per unit length from $2.33\times10^{7}$ to $1.97\times10^{8}\ \mathrm{cm^{-1}}$, a factor of 8.5. Over the same range the electron density on the wire axis rises from $2.89\times10^{17}$ to $3.36\times10^{17}\ \mathrm{cm^{-3}}$, which is 16%. The charge keeps growing, yet the centre of the wire takes almost no part in it.

These numbers belong to a model with round parameters: relative permittivity 12 in the wire, an insulator 2 nm thick with relative permittivity 4, temperature 300 K, and intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$. The phrase "axial carrier density" could mean either of the two quantities just quoted. The volume density on the axis, $n_0=n(r=0)$, has a finite upper bound in this model. The number per unit length, $N$, has none. Both statements follow from the solution of the radial Poisson-Boltzmann equation.

Let the wire be a long circular cylinder of radius $R$ and uniform permittivity $\varepsilon$, surrounded by an insulator and a gate. The body is undoped, there is no fixed charge, and holes are neglected. The potential $\psi$ varies so slowly along the wire that its second derivative in that direction can be dropped. No current flows radially, so the electron quasi-Fermi potential $V$ is constant over the cross-section. Each electron is taken to respond only to the averaged potential, so correlations between individual electrons are neglected; this is a limit of the model not only at high surface density but also on the axis. At a density near $3\times10^{17}\ \mathrm{cm^{-3}}$ the Debye length in the example is about 7 nm, a sphere of that radius holds only about half an electron, and the classical Debye-Hückel estimate of the correlation energy per electron is about $0.3\,kT$. With Maxwell-Boltzmann statistics and no quantum confinement,

$$n(r)=n_i\exp\!\left[\frac{q(\psi(r)-V)}{kT}\right],\qquad q>0 .$$

Electrons carry charge $-q$, so Poisson's equation $\nabla^2\psi=-(-qn)/\varepsilon$ reads

$$\frac1r\frac{d}{dr}\!\left(r\frac{d\psi}{dr}\right)=\frac{q}{\varepsilon}\,n(r).$$

By symmetry the field vanishes on the axis, $\psi'(0)=0$, and $n_0$ is finite.

The equation is nonlinear, but it becomes simple when the enclosed charge is taken as the unknown. Let $M(r)$ be the number of electrons per unit length inside radius $r$,

$$M(r)=2\pi\int_0^r n(r')\,r'\,dr' .$$

Multiplying Poisson's equation by $r$ and integrating from the axis gives Gauss's law, $r\psi'=qM/(2\pi\varepsilon)$. Define the dimensionless quantity

$$m(r)=\frac{q}{kT}\,r\psi'(r)=\frac{\kappa M(r)}{2\pi},\qquad \kappa=\frac{q^2}{\varepsilon kT}.$$

Use $s=\ln r$ as the variable, so that $d/ds=r\,d/dr$. Since $dM/dr=2\pi rn$,

$$\frac{dm}{ds}=\kappa r^2 n .$$

Differentiate once more. The product rule gives

$$\frac{d^2m}{ds^2}=\kappa r^2n\left(2+\frac{r}{n}\frac{dn}{dr}\right).$$

The Boltzmann factor supplies $n'/n=q\psi'/kT$, and therefore $rn'/n=m$. The factor in front is $dm/ds$, so

$$\frac{d^2m}{ds^2}=(2+m)\frac{dm}{ds}=\frac{d}{ds}\left(2m+\frac{m^2}{2}\right).$$

Both sides are total derivatives, and one integration gives $dm/ds=2m+m^2/2+K$ with a constant $K$. Near the axis $M\approx\pi r^2n_0$, so $m$ and $\kappa r^2n$ both tend to zero. Hence $K=0$ and

$$\frac{dm}{ds}=\frac{m(4+m)}{2}.$$

The variables now separate. With the partial fractions $1/[m(4+m)]=\tfrac14[1/m-1/(4+m)]$,

$$ds=\frac{2\,dm}{m(4+m)}=\frac12\left(\frac{1}{m}-\frac{1}{4+m}\right)dm .$$

Integrate, and write the constant as $-\ln\rho$, where $\rho$ is a length:

$$\frac12\ln\frac{m}{4+m}=\ln r-\ln\rho,\qquad \frac{m}{4+m}=\frac{r^2}{\rho^2}\equiv y .$$

Solving for $m$ gives

$$m=\frac{4y}{1-y},\qquad 4+m=\frac{4}{1-y}.$$

Insert these in the first integral and divide by $\kappa r^2=\kappa\rho^2y$:

$$n=\frac{m(4+m)}{2\kappa r^2}=\frac{8y}{(1-y)^2}\,\frac{1}{\kappa\rho^2y}.$$

The factor $y$ cancels, leaving the density profile

$$n(r)=\frac{n_0}{(1-r^2/\rho^2)^2},\qquad n_0=\frac{8}{\kappa\rho^2}.$$

Taking the logarithm of $n/n_0=\exp[q(\psi-\psi(0))/kT]$ gives the potential,

$$\psi(r)=V+\frac{kT}{q}\ln\frac{n_0}{n_i}-\frac{2kT}{q}\ln\!\left(1-\frac{r^2}{\rho^2}\right).$$

Direct substitution confirms the sign and the factor: $(q/kT)r\psi'=4y/(1-y)$, and since $r\,dy/dr=2y$, one more application of $r\,d/dr$ gives $8y/(1-y)^2$, which equals $\kappa r^2n$.

The length $\rho$ is the radius at which the solution, continued outward from the axis, diverges. It can be expressed through the Debye length of the electrons on the axis, $L_0=\sqrt{\varepsilon kT/(q^2n_0)}=1/\sqrt{\kappa n_0}$, as $\rho=\sqrt8\,L_0$. Numerical integration of the radial equation outward from the axis finds the divergence at 2.828427 Debye lengths, in agreement with $\sqrt8$.

The density must be finite everywhere in the wire, including its surface. This requires $\rho>R$. If $\rho$ were equal to $R$, the enclosed charge $m(R)$ would already be infinite. Hence

$$n_0<n_{\max}=\frac{8}{\kappa R^2}=\frac{8\varepsilon kT}{q^2R^2}.$$

Neither $n_i$ nor $V$ enters, and neither do the insulator and the gate. They decide which state is realized, whereas the bound is a property of every regular, axially symmetric solution in a cylinder of radius $R$. In the example $n_{\max}=3.43\times10^{17}\ \mathrm{cm^{-3}}$, or $3.43\times10^{23}\ \mathrm{m^{-3}}$. An axis density 2% below this value gives a divergence at 20.2 nm, just outside the wire. An axis density 2% above it gives one at 19.8 nm, inside the wire, and no acceptable state exists.

The reason lies in the feedback between charge and potential. A higher axis density produces a stronger outward rise of the potential. The rise increases the density farther out, which steepens the potential again. In a cylinder this growth reaches infinity within a finite distance, and that distance shrinks as $n_0^{-1/2}$. The wire has to end before it is reached.

To see that the bound is approached, relate it to the total charge. Put $w=R^2/\rho^2$, with $0<w<1$. The number per unit length is $N=M(R)=2\pi m(R)/\kappa$, so

$$N=N_*\frac{w}{1-w},\qquad N_*=\frac{8\pi}{\kappa}=\frac{8\pi\varepsilon kT}{q^2}.$$

As $w$ runs from 0 to 1, $N$ takes every positive value. The line density is therefore unbounded. Write $\Lambda=N/N_*$. From $\Lambda(1-w)=w$ follow

$$w=\frac{\Lambda}{1+\Lambda},\qquad 1-w=\frac{1}{1+\Lambda}.$$

The axis density is $n_0=8w/(\kappa R^2)=n_{\max}w$, and the surface density is $n_s=n_0/(1-w)^2$. Thus

$$n_0=n_{\max}\frac{\Lambda}{1+\Lambda},\qquad n_s=n_{\max}\Lambda(1+\Lambda).$$

The axis density rises monotonically with $\Lambda$ and tends to $n_{\max}$ as $\Lambda\to\infty$. No smaller number would serve as a bound, and no state of finite charge attains it.

The scale $N_*$ does not depend on the radius. In the example it is $4.31\times10^6\ \mathrm{cm^{-1}}$. Comparing definitions gives $N_*=\pi R^2n_{\max}$, which can be checked with $R=2\times10^{-6}$ cm:

$$n_{\max}=\frac{4.309\times10^{6}\ \mathrm{cm^{-1}}}{\pi(2\times10^{-6}\ \mathrm{cm})^2}=3.43\times10^{17}\ \mathrm{cm^{-3}}.$$

Consequently the average density $\bar n=N/(\pi R^2)$ equals $n_{\max}\Lambda$. Taking the reciprocal of the formula for $n_0$ then yields

$$\frac{1}{n_0}=\frac{1}{\bar n}+\frac{1}{n_{\max}}.$$

The smaller of the two densities on the right controls the axis. Multiplying $n_0$ by $n_s$ gives $n_{\max}^2\Lambda^2$, so $\bar n=\sqrt{n_0n_s}$: the average is the geometric mean of the axis and surface densities.

For $\Lambda\ll1$ the reciprocal law gives $n_0\approx\bar n(1-\Lambda)$, and the ratio $n_s/n_0=(1+\Lambda)^2$ is close to one. The electrons fill the whole cross-section almost evenly. For $\Lambda\gg1$ the axis density is nearly fixed and $n_s$ grows as the square of the charge. The change between these regimes occurs near $N=N_*$, where $n_0=n_{\max}/2$.

The saturation is not confined to the axis. At a fixed radius $a<R$,

$$M(a)=N_*\frac{a^2/\rho^2}{1-a^2/\rho^2}=N_*\frac{a^2}{\rho^2-a^2}<N_*\frac{a^2}{R^2-a^2},$$

where the inequality uses $\rho>R$. Every inner cylinder thus has a finite capacity, however large the total charge. For $a=R/2$ the limit is $N_*/3=1.44\times10^6\ \mathrm{cm^{-1}}$. Between 0.7 V and 2.0 V the whole wire gains $1.74\times10^8\ \mathrm{cm^{-1}}$, while the part inside half the radius gains $2.4\times10^5\ \mathrm{cm^{-1}}$, about 0.14% of the total gain. At 2.0 V it holds 97% of its limit.

The remaining electrons gather near the surface. From $w=\Lambda/(1+\Lambda)$ one has $\rho=R\sqrt{1+1/\Lambda}$, so for large $\Lambda$ the gap $g=\rho-R$ is approximately $R/(2\Lambda)$. At depth $x=R-r\ll R$, write $\rho^2-r^2=(\rho-r)(\rho+r)\approx2\rho(x+g)$. The profile becomes

$$n=\frac{8}{\kappa\rho^2}\,\frac{\rho^4}{(\rho^2-r^2)^2}\approx\frac{2}{\kappa(x+g)^2}.$$

Its integral from the surface to depth $x$ is $(2/\kappa)[1/g-1/(x+g)]$. Half of the layer's charge, $1/(\kappa g)$ per unit area, therefore lies within $x=g$. The gap sets the thickness of the layer, and adding charge makes the layer thinner.

The gate voltage follows from the field in the insulator. Let $V_G$ be the gate potential after subtraction of the work-function difference, measured on the same scale as $\psi$. The normal displacement is continuous at $r=R$, and the insulator contains no charge, so $2\pi r\varepsilon_{\mathrm{ins}}\psi'=qN$ throughout it. Dividing by $2\pi r\varepsilon_{\mathrm{ins}}$ and integrating over the insulator thickness $t$,

$$V_G-\psi(R)=\frac{qN}{2\pi\varepsilon_{\mathrm{ins}}}\ln\frac{R+t}{R}=\frac{qN}{C},\qquad C=\frac{2\pi\varepsilon_{\mathrm{ins}}}{\ln(1+t/R)}.$$

The surface potential is $\psi(R)=V+(kT/q)\ln(n_s/n_i)$. Inserting $n_s$ gives

$$V_G=V+\frac{kT}{q}\ln\frac{n_{\max}\Lambda(1+\Lambda)}{n_i}+\frac{qN_*}{C}\Lambda .$$

The right side increases with $\Lambda$ and runs from $-\infty$ to $+\infty$, so each gate voltage selects one state of the electron model. With $V=0$ the example gives:

| $V_G$ (V) | $\Lambda$ | $n_0$ (cm$^{-3}$) | $n_0/n_{\max}$ |
|---|---|---|---|
| 0.4 | 0.119 | $3.65\times10^{16}$ | 0.107 |
| 0.5 | 1.06 | $1.76\times10^{17}$ | 0.514 |
| 0.7 | 5.41 | $2.89\times10^{17}$ | 0.844 |
| 1.0 | 14.0 | $3.20\times10^{17}$ | 0.933 |
| 2.0 | 45.8 | $3.36\times10^{17}$ | 0.979 |

At 0.7 V the average density is $1.85\times10^{18}\ \mathrm{cm^{-3}}$. The reciprocal law gives, in units of $10^{17}\ \mathrm{cm^{-3}}$, $1/n_0=1/18.53+1/3.429=0.3456$, hence $n_0=2.89$, as in the table. The surface density is $1.19\times10^{19}\ \mathrm{cm^{-3}}$, and the surface potential is

$$\psi(R)=25.852\ \mathrm{mV}\times\ln\frac{1.187\times10^{19}}{10^{10}}=0.540\ \mathrm{V}.$$

The insulator, with $C=2.335$ nF/m, takes 0.160 V, and the two parts add to 0.700 V. The axis potential is 0.444 V, so 0.096 V is dropped between the centre and the surface of the wire. The field at the inner face of the insulator, $qN/(2\pi\varepsilon_{\mathrm{ins}}R)$, is 0.84 MV/cm at 0.7 V but 7.1 MV/cm at 2.0 V. That is close to the breakdown field of silicon dioxide, about 10 MV/cm, and a 2 nm layer would also pass a tunnelling current, which the model ignores. The 2.0 V row shows the trend of the equations rather than the working point of a device.

At small $\Lambda$ the logarithm dominates the gate relation and $N\approx\pi R^2n_i\exp[q(V_G-V)/kT]$. If this law held from 0.4 V to 0.5 V, $N$ would grow by $\exp(100/25.85)\approx48$. It grows by a factor of 8.9, because only 56 mV of the added 100 mV go into the term $(kT/q)\ln\Lambda$. The insulator takes 28 mV, and the factor $1+\Lambda$ in the surface density accounts for the other 16 mV. At large $\Lambda$ the linear term dominates, and the relative deficit of the axis density is

$$1-\frac{n_0}{n_{\max}}=\frac{1}{1+\Lambda}\approx\frac{qN_*}{CV_G}.$$

The approach to the bound is thus algebraic in the gate voltage, not exponential. From the state at 0.7 V, $qN_*/C=0.1598\ \mathrm{V}/5.4055=0.0296$ V. At 2.0 V the leading estimate is 1.5%, against 2.1% from the full relation. The difference arises because the surface potential still takes 0.65 V of the gate voltage, which the leading estimate ignores.

A separate numerical solution of Poisson's equation in wire and insulator together, with the gate potential prescribed, tests these relations at all five voltages. Its values of $N$ and $n_0$ differ from the formulas by at most $1.6\times10^{-5}$, relative to the formulas. The printed values are collected in the numerical output below.

The same mechanism acts in a flat channel, but with a different constant. Consider a wide sheet of thickness $2a$, gated equally on both faces, with $x$ now measured from its midplane. Let $\phi=q[\psi(x)-\psi(0)]/kT$ and let $n_0$ be the midplane density. Then $\phi''=\kappa n_0e^{\phi}$. Multiplying by $\phi'$ and integrating from the midplane, where $\phi=\phi'=0$, gives $\phi'^2=2\kappa n_0(e^\phi-1)$. Put $v=e^{-\phi/2}$. For $x>0$,

$$v'=-\frac{v\phi'}{2}=-\frac{v}{2}\sqrt{2\kappa n_0\left(\frac{1}{v^2}-1\right)}=-\sqrt{\frac{\kappa n_0}{2}}\,\sqrt{1-v^2}.$$

With $v(0)=1$ the solution is $v=\cos(x\sqrt{\kappa n_0/2})$, and $n=n_0/v^2$. The density stays finite up to the face if $a\sqrt{\kappa n_0/2}<\pi/2$, so

$$n_0<\frac{\pi^2}{2\kappa a^2}=\frac{\pi^2\varepsilon kT}{2q^2a^2}.$$

For $a=R$ the bound for the wire is larger by the factor $16/\pi^2\approx1.62$. In the cylinder part of the field flux is spread over a growing circumference, which slows the outward rise of the potential and permits a higher central density.

The neglect of holes is safe over the range of the table. With both carriers at the same quasi-Fermi potential, the hole-to-electron ratio on the axis is $(n_i/n_0)^2$, which is $7.5\times10^{-14}$ at 0.4 V and smaller at higher voltages. At gate voltages low enough to bring $n_0$ near $n_i$, holes are about as numerous as electrons, and the electron number alone no longer gives the net charge.

Boltzmann statistics is a more serious restriction, since the bound is approached by letting the surface density grow without limit. For a density-of-states mass equal to the free-electron mass, the effective density of states is $N_c=2.51\times10^{19}\ \mathrm{cm^{-3}}$. The Boltzmann surface density is about half of this at 0.7 V and 29 times as large at 2.0 V. Repeating the numerical solution with Fermi-Dirac statistics changes $n_0/n_{\max}$ from 0.844 to 0.854 at 0.7 V. At 2.0 V it changes from 0.979 to 1.048. The axis density then exceeds $n_{\max}$ by about 5%, so $n_{\max}$ is a bound of the Boltzmann model and not of an electron gas with Pauli exclusion.

The direction of this shift can be understood by comparing the two solutions at equal gate voltage. Let $d(r)$ be the Fermi-Dirac potential minus the Boltzmann potential. At a given potential, Fermi-Dirac statistics gives fewer electrons. Suppose $d(0)\le0$. Then the Fermi-Dirac density is the lower one near the axis, and Gauss's law makes $d$ decrease outward. It becomes negative, which keeps the density lower, so $d$ goes on decreasing to the surface. In the insulator $rd'$ is constant and still negative, and $d$ would be negative at the gate, where it must vanish. Hence $d(0)>0$: the axis potential is higher with Fermi-Dirac statistics. On the axis itself exclusion lowers the density by the fraction $n_0/(2^{3/2}N_c)$, about 0.4% at 0.7 V and 0.5% at 2.0 V, while the higher potential raises it by about 1.6% and 7.6%, so the net shift is upward. The argument fixes the sign of $d(0)$, not of the net shift: at 0.4 V the loss from exclusion is the larger, and the Fermi-Dirac axis density is lower by about 0.04%.

Quantum confinement sets a further limit. The effective density of states is $N_c=2/\lambda^3$, with $\lambda$ the thermal wavelength, so $\lambda=(2/N_c)^{1/3}\approx4.3$ nm for the mass used here. This holds for a single valley. In silicon a similar $N_c$ comes from six valleys of mass about $0.32\,m_e$, and $\lambda$ is about 7.6 nm, so the limits below are stricter. The gap $\rho-R$, which measures the thickness of the surface layer, is 1.8 nm at 0.7 V and about 0.2 nm at 2.0 V. Both are below the thermal wavelength, so a classical density cannot describe the layer in detail, and the surface densities quoted are those of the classical model. The size of the resulting change on the axis has not been computed here. The classical description requires a density that varies slowly on the scale of $\lambda$. In the classical solution the length $n/n'=r/m$ is shortest at the surface, where $m(R)=4\Lambda$ makes it $R/(4\Lambda)$. This is 20 nm at $\Lambda=1/4$ but only 5 nm at $\Lambda=1$, close to $\lambda$. The condition therefore calls for $\Lambda$ well below 1. In that range $n_{\max}$ still has a use: within the classical model, the reciprocal law gives how far electrostatic repulsion lowers the axis density below the average, well before saturation is reached. This shortfall vanishes with $\Lambda$, but the neglected quantum depletion near the surface does not. At a given total charge the depletion raises the axis density relative to the average. Near a hard wall a nondegenerate gas has the profile $1-\exp(-4\pi x^2/\lambda^2)$, which removes a layer of thickness $\lambda/4$, so the axis density rises by about $(1-\lambda/4R)^{-2}\approx1.12$ in the example. This outweighs the shortfall up to $\Lambda\approx0.12$, and up to about 0.22 for $\lambda=7.6$ nm. For a wire of this radius the two effects are of similar size over much of the range of small $\Lambda$, and the reciprocal law alone does not give the axis density there.

## Numbers as computed

```
Wire radius R: 20.0 nm
Insulator thickness: 2.0 nm
Relative permittivity, wire: 12.0
Relative permittivity, insulator: 4.0
Temperature: 300 K
Intrinsic density n_i: 1.00e+10 cm^-3
Thermal voltage kT/q: 25.852 mV
Bound on axis density n_max: 3.4288e+17 cm^-3
Bound on axis density n_max: 3.4288e+23 m^-3
Line-density scale N_star: 4.3088e+06 cm^-1
Limit of number inside R/2: 1.4363e+06 cm^-1
Insulator capacitance per length: 2.3348 nF/m
Divergence at x (integrated): 2.828427
Square root of 8: 2.828427
Divergence radius, n_axis = 0.98 n_max: 20.203 nm
Divergence radius, n_axis = 1.02 n_max: 19.803 nm
Gate sweep, Boltzmann statistics (formulas):
V_G[V]  N/N_star  N[cm^-1]  n_axis[cm^-3]  n_axis/n_max
0.4  0.1192  5.1377e+05  3.6529e+16  0.1065
0.5  1.0589  4.5627e+06  1.7635e+17  0.5143
0.7  5.4055  2.3291e+07  2.8935e+17  0.8439
1.0  13.9783  6.0229e+07  3.1999e+17  0.9332
2.0  45.7667  1.9720e+08  3.3555e+17  0.9786
V_G[V]  n_surface[cm^-3] (formula)  N inside R/2[cm^-1] (numerical)
0.4  4.5759e+16  1.1790e+05
0.5  7.4757e+17  6.3575e+05
0.7  1.1872e+19  1.1521e+06
1.0  7.1790e+19  1.3112e+06
2.0  7.3389e+20  1.3956e+06
Detailed state, gate voltage: 0.7 V
  constant rho: 21.772 nm
  average density: 1.8534e+18 cm^-3
  axis potential: 0.4442 V
  surface potential: 0.5402 V
  insulator voltage drop: 0.1598 V
Largest relative error of N and n_axis: 1.6e-05
Hole/electron ratio on axis at 0.4 V: 7.5e-14
Effective density of states: 2.509e+19 cm^-3
Fermi-Dirac n_axis/n_max at 0.7 V: 0.8540
Fermi-Dirac n_axis/n_max at 2.0 V: 1.0480
```
